# Thickness of the water film on a wafer withdrawn from a bath

## Problem

A wafer 300 mm in diameter stands vertically in a large bath of water and is drawn upward at the constant speed $U=1.0$ mm/s. The water wets its surface fully. Take rough room-temperature values: surface tension $\gamma=72$ mN/m, viscosity $\mu=1.0$ mPa s, density $\rho=1000$ kg/m³, with $g=9.80665$ m/s².

(a) Estimate by scaling the thickness $h_0$ of the film carried on each face just above the meniscus.

(b) Solve the flow to leading order at low speed, including the numerical factor, and compare with the estimate.

(c) Decide whether the result survives gravity in the film, evaporation, a contaminated water surface and incomplete wetting.

The wafer is treated as smooth and flat, the flow as steady and Newtonian. The water surface is first taken as clean, so that the air exerts no shear stress on it. Two combinations of the data govern the answer, the capillary number and the capillary length:

$$\mathrm{Ca}=\frac{\mu U}{\gamma}=\frac{(1.0\times10^{-3})(1.0\times10^{-3})}{0.072}=1.389\times10^{-5},$$

$$l_c=\sqrt{\frac{\gamma}{\rho g}}=\sqrt{\frac{0.072}{1000\times9.80665}}\ \text{m}=2.710\ \text{mm}.$$

The first compares viscous with capillary stresses. The second is the size of a static meniscus. Since $l_c$ is far smaller than the wafer width, curvature in the horizontal direction is neglected, as are the strips near the wafer's rim.

## First estimate by scaling

One might balance the weight of the film against viscous drag, $\rho g\sim\mu U/h^2$. This gives $h\sim l_c\,\mathrm{Ca}^{1/2}\approx10$ µm. It leaves out the meniscus, whose curved surface holds the liquid below air pressure and so sucks liquid back out of the film.

Let the surface pass from the flat film to the meniscus over a length $\lambda$. Its curvature there is of order $h_0/\lambda^2$, the capillary pressure of order $\gamma h_0/\lambda^2$, and the pressure gradient of order $\gamma h_0/\lambda^3$. Viscous drag must balance this gradient:

$$\frac{\mu U}{h_0^2}\sim\frac{\gamma h_0}{\lambda^3}
\quad\Rightarrow\quad \lambda\sim h_0\,\mathrm{Ca}^{-1/3}.$$

The curvature must also join that of the static meniscus, which is of order $1/l_c$:

$$\frac{h_0}{\lambda^2}\sim\frac{\mathrm{Ca}^{2/3}}{h_0}\sim\frac1{l_c}
\quad\Rightarrow\quad h_0\sim l_c\,\mathrm{Ca}^{2/3}.$$

With $\mathrm{Ca}^{2/3}=5.778\times10^{-4}$ the estimate is $2.710\ \text{mm}\times5.778\times10^{-4}=1.57$ µm. The transition length is $\lambda\sim l_c\,\mathrm{Ca}^{1/3}=65$ µm. Scaling fixes the powers but leaves a pure number in front undetermined.

## Solution at low capillary number

### Flow in the thin region

Let $x$ point up the wafer and $y$ away from it into the liquid, whose surface is at $y=h(x)$. Where the slope $h'$ is small, the pressure hardly varies across the film. Relative to the air it is

$$p=-\gamma h''.$$

The sign follows from the shape: the surface flares away from the wafer toward the bath, so $h''>0$, and the pressure under such a surface is below that of the air.

Neglect inertia and, in this thin region, gravity. The force balance along the wafer is then

$$\mu\frac{\partial^2u}{\partial y^2}=\frac{dp}{dx}=-\gamma h'''.$$

Zero shear stress at $y=h$ gives $\partial u/\partial y=(\gamma h'''/\mu)(h-y)$. A second integration with no slip at the wafer, $u(0)=U$, gives

$$u=U+\frac{\gamma h'''}{\mu}\left(hy-\frac{y^2}{2}\right).$$

The upward flux per unit width is

$$q=\int_0^h u\,dy=Uh+\frac{\gamma h'''}{\mu}\left(\frac{h^3}{2}-\frac{h^3}{6}\right)
=Uh+\frac{\gamma h^3h'''}{3\mu}.$$

In steady flow $q$ is the same at every height. High in the film $h=h_0$ and $h'''=0$, so $q=Uh_0$. Therefore

$$h'''=3\,\mathrm{Ca}\,\frac{h_0-h}{h^3}.$$

### The universal profile

Measure distance downward by $s=-x$. Three derivatives change the sign, so $h_{sss}=3\,\mathrm{Ca}\,(h-h_0)/h^3$. Put $h=h_0H$ and $s=\ell X$:

$$\frac{h_0}{\ell^3}H'''=\frac{3\,\mathrm{Ca}}{h_0^2}\,\frac{H-1}{H^3}.$$

The choice $\ell=h_0(3\,\mathrm{Ca})^{-1/3}$ removes all parameters:

$$H'''=\frac{H-1}{H^3}.$$

Near the flat film write $H=1+\epsilon$. To first order $\epsilon'''=\epsilon$, with solutions $e^{kX}$ and $k^3=1$. The roots are $k=1$ and $k=-\tfrac12\pm i\sqrt3/2$. The film must become flat as $X\to-\infty$. The complex pair grows in that direction and is excluded, which leaves $\epsilon=Ae^X$ with $A>0$ for a film that thickens downward. Changing $A$ merely shifts the origin of $X$, so the shape is unique.

Far below, $H$ is large and $H'''\approx1/H^2$. If $H''$ tends to a positive constant $P$, then $H\approx PX^2/2$ and $H'''\approx4/(P^2X^4)$. The integral of this converges, so a constant limit is consistent. Numerical integration from the flat film gives

$$H''\to P=0.6430.$$

The thin region thus hands over to the meniscus a definite curvature,

$$h_{ss}\to\frac{h_0}{\ell^2}P=\frac{P(3\,\mathrm{Ca})^{2/3}}{h_0}.$$

A thinner film demands a more strongly curved meniscus.

### The static meniscus

Lower down the liquid is thick, viscous stresses are weak, and the surface is nearly that of water at rest. Let $\sigma$ be arc length along the surface toward the bath, $\theta$ the angle between surface and wafer, and $\kappa=d\theta/d\sigma$ the curvature. At height $z$ above the bath the pressure is $-\rho gz$ by hydrostatics and $-\gamma\kappa$ by surface tension, so $\kappa=z/l_c^2$. Since $dz/d\sigma=-\cos\theta$,

$$\frac{d\kappa}{d\sigma}=-\frac{\cos\theta}{l_c^2}.$$

Multiply by $l_c^2\kappa=l_c^2\,d\theta/d\sigma$:

$$\frac{d}{d\sigma}\left(\frac{l_c^2\kappa^2}{2}+\sin\theta\right)=0.$$

On the flat bath $\kappa=0$ and $\theta=\pi/2$, so the bracket equals 1. Full wetting lets the surface meet the film parallel to the wafer, at $\theta=0$, where

$$\kappa=\frac{\sqrt2}{l_c}.$$

### Matching

The two descriptions overlap where $s$ is much larger than $\ell$ but much smaller than $l_c$. There the slope is still small, so $\kappa=h_{ss}$, and the curvatures must agree:

$$\frac{P(3\,\mathrm{Ca})^{2/3}}{h_0}=\frac{\sqrt2}{l_c}.$$

Solving for the thickness gives the Landau-Levich law,

$$h_0=\frac{3^{2/3}P}{\sqrt2}\,l_c\,\mathrm{Ca}^{2/3}=0.946\,l_c\,\mathrm{Ca}^{2/3}.$$

For the wafer,

$$h_0=0.9458\times2.710\ \text{mm}\times5.778\times10^{-4}=1.48\ \text{µm},$$

or about 1.5 µm (1500 nm) on each face. The length unit of the transition region is $\ell=1.48\ \text{µm}/(3\times1.389\times10^{-5})^{1/3}=43$ µm. The overlap exists because $\ell$ is some sixty times smaller than $l_c$, and the typical slope $h_0/\ell=0.035$ justifies the thin-film equation.

Written in the original quantities the law reads

$$h_0=0.946\,\frac{(\mu U)^{2/3}}{\gamma^{1/6}(\rho g)^{1/2}}.$$

At fixed liquid properties this leading-order law gives 0.32 µm at 0.1 mm/s and 6.9 µm at 10 mm/s. Surface tension enters weakly because it acts twice: it enlarges the meniscus, which reduces the suction gradient, but it also strengthens the pull of a given curvature.

## Comparison of estimate and solution

The scaling estimate, 1.57 µm, exceeds the solution, 1.48 µm, by 6% of the latter. Scaling alone could not promise this closeness. The prefactor is the product of $3^{2/3}=2.08$, $P=0.643$ and $1/\sqrt2=0.707$, which happens to lie near one. For the transition length scaling gives 65 µm, while the unit $\ell$ is 43 µm; such a length is defined only up to a factor of order one, so the two agree as well as they can. The power $2/3$ is common to both results, since it rests on the same two balances.

The estimate from weight and drag, 10 µm, fails for a reason that can now be quantified. A flat film of thickness $h_0$ drains under its weight with flux $\rho gh_0^3/(3\mu)$. Relative to the flux $Uh_0$ carried by the wafer this is

$$\frac{\rho gh_0^2}{3\mu U}=\frac{h_0^2}{3l_c^2\,\mathrm{Ca}}
=\frac{0.946^2}{3}\,\mathrm{Ca}^{1/3}=0.0072.$$

Weight is thus far from balancing drag in the film. It acts through the static meniscus, whose curvature it sets.

The matching can be checked by a single equation that runs from film to bath. Restoring gravity replaces $\gamma h'''$ in the flux by $\gamma\,d\kappa/dx-\rho g$. Solving for the curvature gradient and following the arc length downward gives

$$\frac{d\kappa}{d\sigma}=-\frac{\cos\theta}{l_c^2}+3\,\mathrm{Ca}\,\frac{h-q/U}{h^3},
\qquad \frac qU=h_0-\frac{h_0^3}{3l_c^2\,\mathrm{Ca}}.$$

The factor $\cos\theta$ is the component of gravity along the surface. The equation reduces to the thin-film balance where the slope is small and to the static meniscus where $h$ is large. It is a composite model, not the full equations of flow. For each trial $h_0$ the solution leaves the flat film along its growing exponential, and $h_0$ is adjusted until $l_c^2\kappa^2/2+\sin\theta=1$ at $h=0.1\,l_c$. The small viscous term beyond that point is dropped, which lowers the computed thickness by about 0.03%.

The result is 1.476 µm, 0.3% below the matched value of 1.481 µm. Between 0.1 and 1 mm/s the composite solution grows with the power 0.666 of the speed, against $2/3$. Both differences are compatible with relative corrections of order $\mathrm{Ca}^{1/3}=0.024$. Within this model of a clean surface at uniform temperature, the error of the matching is therefore smaller than the uncertainty of the rough material data.

## A second case: a rigid water surface

Surface-active contamination can make the water surface resist stretching. In the limiting case the surface is inextensible and moves everywhere at one speed. If the film's weight is neglected and the surface tension is uniform high in the flat film, the liquid there carries no shear stress and that speed is $U$. The condition of zero shear is then replaced by $u(h)=U$, and the velocity becomes

$$u=U+\frac{\gamma h'''}{2\mu}(hy-y^2).$$

Its flux is

$$q=Uh+\frac{\gamma h'''}{2\mu}\left(\frac{h^3}{2}-\frac{h^3}{3}\right)=Uh+\frac{\gamma h^3h'''}{12\mu}.$$

The 3 has become 12, so $3\,\mathrm{Ca}$ is replaced by $12\,\mathrm{Ca}$ throughout the thin region. The static meniscus is unchanged if $\gamma$ is held fixed. The film is thicker by the factor $4^{2/3}=2.52$, because suction drains a film held at both faces less easily. The composite equation with the same replacement gives a ratio of 2.51 and a thickness of 3.7 µm. It restores gravity but keeps the surface speed at $U$, which requires a surface-tension gradient that carries half the film's weight. Without that gradient the surface high in the film moves about 6% more slowly than the wafer, and the thickness is about 2% smaller, 3.6 µm. The value 1.5 µm therefore belongs to a clean surface.

## When the surface is not fully wetted

Suppose the water has a finite receding contact angle $\theta_r$. A meniscus may then end at a contact line that stays at fixed height while the wafer slides past it and emerges dry. No liquid is carried away, so $q=0$. With $s$ measured down from the line, the flux law gives

$$h_{sss}=\frac{3\,\mathrm{Ca}}{h^2}.$$

Use $h$ as the variable and set $\varphi=h_s^2$. Then $h_{ss}=\tfrac12\,d\varphi/dh$ and $h_{sss}=\tfrac12\sqrt\varphi\,d^2\varphi/dh^2$. With $t=\ln h$ one has $h^2\,d^2\varphi/dh^2=\varphi_{tt}-\varphi_t$, and hence

$$\varphi_{tt}-\varphi_t=\frac{6\,\mathrm{Ca}}{\sqrt\varphi}.$$

If the slope varies slowly with $t$, $\varphi_{tt}$ can be dropped. For small angles the local surface angle is $\theta=\sqrt\varphi$, so

$$\frac{d\theta^3}{dt}=\frac32\sqrt\varphi\,\varphi_t=-9\,\mathrm{Ca}.$$

The motion flattens the wedge away from the contact line. For an upper estimate, let this act from a molecular slip length, roughly 1 nm, up to $l_c$, a range $\ln(l_c/1\,\text{nm})=14.8$. The slope would then be used up for any $\theta_r$ below about

$$\left(9\times1.389\times10^{-5}\times14.8\right)^{1/3}=0.123\ \text{rad}\approx7^\circ.$$

This range is too long, because the curvature of the meniscus takes over once the liquid is about $l_c\,\mathrm{Ca}^{2/3}\approx1.6$ µm thick. Stopping there reduces the logarithm to 7.4 and the angle to about 5.6°. A film should therefore be drawn when $\theta_r$ is clearly below 5°, and the wafer should emerge dry when it is above 7°. Between these values the outcome depends on the slip length and on the quality of the surface. The logarithmic law itself also assumes slow variation, which fails as the slope vanishes. Integrating the full equation for $\varphi$ inward over the longer range, from an outer slope of $3\,\mathrm{Ca}^{1/3}=0.072$ that initially varies at the rate given by the logarithmic law, gives a change in $\theta^3$ 4% larger than that law. The figure depends on this starting rate: if the slope is initially constant, the change is 3% smaller than the law gives.

## What happens above the meniscus

The film goes on draining after it has formed. Let $z$ be the distance down from the wafer's top edge, in a frame moving with the wafer. Conservation of volume with the downward flux $\rho gh^3/(3\mu)$ gives

$$\frac{\partial h}{\partial t}+\frac{\rho g}{\mu}h^2\frac{\partial h}{\partial z}=0,
\qquad h=\sqrt{\frac{\mu z}{\rho gt}},$$

where $t$ is now time. The solution is confirmed by $\partial h/\partial t=-h/(2t)$, $\partial h/\partial z=h/(2z)$ and $\rho gh^2/\mu=z/t$. It reaches $h_0$ at $z=\rho gh_0^2t/\mu$. Compared with the withdrawn length $Ut$, the thinned part is the fraction $\rho gh_0^2/(\mu U)=0.0215$, or about 2%.

Evaporation matters sooner. At an assumed rate of 0.1 µm/s, a rough value for room air with some movement, the film dries in $1.48/0.1\approx15$ s. During this time the wafer rises 15 mm. In still air the rate can be several times smaller, and both the time and the height grow in proportion. In steady operation a wet band of about that height stands above the meniscus, thinning linearly upward. The volume $h_0\times\pi(150\ \text{mm})^2=0.105$ mL is therefore roughly the water drawn up on one face during the whole withdrawal, not an amount present at one time. Within the first $5\ell$ above the meniscus the loss is about 21 nm, or 1.4% of $h_0$, so the loss of liquid hardly changes the initial thickness. Evaporation also cools the wafer above the bath. For silicon 775 µm thick, wet on both faces, a rough heat balance at this rate gives a gradient of about 50 K/m. The surface tension then rises upward and exerts a stress of about 0.008 Pa, roughly 1% of $\mu U/h_0$, which thickens the film by about 2%. On a substrate that conducts heat less well the effect is larger.

## The model beside a real wafer

The water properties are typical rough values, and 1 mm/s represents a slow lift from a rinse. A slightly warmer bath with $\mu=0.89$ mPa s, at unchanged $\gamma$ and $\rho$, gives 1.37 µm, 7% less. Inertia is negligible: its ratio to viscous force in the transition region is $5\times10^{-5}$, and to capillary force in the meniscus $4\times10^{-5}$. With a rough Hamaker constant $A=10^{-20}$ J, the van der Waals pressure $A/(6\pi h_0^3)$ is $1.6\times10^{-4}$ Pa, against a meniscus suction $\sqrt2\,\gamma/l_c=38$ Pa. In ultrapure water the electric double layer of a charged oxide reaches further, since the Debye length is about 1 µm. An equilibrium estimate for a wall potential of 50 to 100 mV and an uncharged water surface gives 0.1 to 0.4 Pa at $h_0$, which thickens the film by 0.2 to 0.5%. Dissolved carbon dioxide shortens the Debye length to about 0.2 µm and brings this pressure below $10^{-4}$ Pa. Wafers may carry a porous insulating layer of low dielectric constant, called low-k. Such a layer 200 nm thick with 30% porosity holds at most 60 nm of water, 4% of $h_0$. If its pores filled in the bath, this water adds to the load without thinning the film. The assumption most likely to break is full wetting. Intact organosilicate low-k surfaces are commonly hydrophobic, with receding angles far above 7°, and the present estimate then predicts no continuous film. The 1.5 µm applies to surfaces that water wets almost completely, such as a clean oxide or a low-k surface made strongly hydrophilic by plasma damage, provided the water surface is clean. A surface that is only moderately hydrophilic, with a receding angle well above 7°, should also emerge dry. The numerical output lists the values used here.

## Values computed for the example and the checks

```
surface tension (rough input): 72.0 mN/m
viscosity (rough input): 1.00 mPa s
density (rough input): 1000 kg/m3
gravity: 9.80665 m/s2
withdrawal speed: 1.0 mm/s
capillary number Ca: 1.3889e-05
Ca^(1/3): 0.02404
Ca^(2/3): 5.7780e-04
capillary length: 2.7096 mm
limiting curvature P: 0.64304
static wall curvature times lc: 1.41421
Landau-Levich coefficient C: 0.94581
film thickness h0: 1.481 um = 1481 nm
thickness from full profile: 1.476 um
full profile / matched formula: 0.99699
speed exponent, full profile 0.1 to 1 mm/s: 0.6659
transition length ell: 42.7 um
h0 at 0.1 mm/s: 0.319 um
h0 at 10.0 mm/s: 6.873 um
wafer diameter: 300 mm
water on one face, no evaporation: 0.105 mL
gravity drainage flux / U h0: 0.00717
fraction of withdrawn length drained: 0.02150
inertia / viscosity in transition: 5.13e-05
inertia / capillarity in meniscus: 3.76e-05
capillary pressure at meniscus top: 37.58 Pa
Hamaker constant (rough input): 1.0e-20 J
disjoining pressure at h0: 1.63e-04 Pa
evaporation rate (rough input): 0.10 um/s
evaporation loss over 5 ell: 21.4 nm
drying time of film: 14.8 s
wet length above bath before drying: 14.8 mm
warmer-water viscosity (rough input): 0.89 mPa s
h0 with warmer-water viscosity: 1.370 um
rigid-surface factor 4^(2/3): 2.5198
rigid / free thickness, full profiles: 2.5136
rigid-surface thickness, full profile: 3.711 um
slip length (rough input): 1.0 nm
ln(lc / slip length): 14.81
wedge integration / logarithmic law: 1.0415
estimated critical receding angle: 7.0 degrees
porous layer thickness: 200 nm
porosity: 30 percent
water depth held in full pores: 60 nm
```
